# Does a through-silicon via put the surrounding silicon under hydrostatic stress?

**Q.** I have been treating the silicon around a metal via as if it were under a pressure. After cooling, the metal wants to shrink more than the silicon, and it shrinks equally in every direction across the wafer. It is bonded to the silicon, so it should pull the silicon equally in every in-plane direction. I therefore assign one tensile number to each distance from the via and use it for both the radial and the hoop stress. Is that sound?

**A.** Test it against equilibrium first. Let $r$ be the distance from the via axis, and count tension as positive. In an axisymmetric state that does not vary along the via axis, as is the case far from the ends of the via, radial force balance on a small element of silicon reads

$$\frac{d\sigma_{rr}}{dr}+\frac{\sigma_{rr}-\sigma_{\theta\theta}}{r}=0 .$$

If the two stresses were equal at every radius, the second term would vanish and $\sigma_{rr}$ would be independent of $r$. A stress that must die away far from the via would then be zero everywhere. Under these conditions your assumption leaves no room for a decaying stress. Near the ends of the via the balance gains a term $\partial\sigma_{rz}/\partial z$; I return to that region at the end.

**Q.** So the two must differ. What are they?

**A.** Take a long, straight, circular via of radius $a$, perfectly bonded to silicon that extends without limit in the plane. Treat both materials as isotropic and linear elastic, change the temperature uniformly by $\Delta T$, and stay far from the ends of the via.

Measure the radial displacement $u(r)$ and all strains from the state that silicon would reach by free thermal expansion. In silicon these strains produce the stress directly. The unbounded silicon dictates the length along the axis, so the relative axial strain is zero. The in-plane strains are

$$\varepsilon_{rr}=u',\qquad \varepsilon_{\theta\theta}=\frac{u}{r},\qquad \Delta\equiv u'+\frac{u}{r}.$$

Here $\Delta$ is the relative change of in-plane area. With Lamé constants $\lambda_s,\mu_s$ for silicon, Hooke's law gives

$$\sigma_{rr}=\lambda_s\Delta+2\mu_s u',\qquad \sigma_{\theta\theta}=\lambda_s\Delta+2\mu_s\frac{u}{r}.$$

Insert these into the force balance:

$$\lambda_s\Delta'+2\mu_s\left(u''+\frac{u'}{r}-\frac{u}{r^2}\right)=0 .$$

The bracket is the derivative of $u'+u/r$, which is $\Delta'$. Hence $(\lambda_s+2\mu_s)\Delta'=0$, and $\Delta$ is a constant, which I call $2B$. Since $\Delta=(1/r)\,d(ru)/dr$, one integration gives

$$ru=Br^2+D,\qquad u=Br+\frac{D}{r}.$$

The strain must vanish far away, so $B=0$ in the silicon. What remains is

$$\varepsilon_{rr}=-\frac{D}{r^2},\qquad \varepsilon_{\theta\theta}=+\frac{D}{r^2},\qquad \Delta=0 .$$

The stresses are therefore $\sigma_{rr}=-2\mu_sD/r^2$ and $\sigma_{\theta\theta}=+2\mu_sD/r^2$. Writing $S$ for the radial stress at the interface,

$$\sigma_{rr}=S\frac{a^2}{r^2},\qquad \sigma_{\theta\theta}=-S\frac{a^2}{r^2},\qquad \sigma_{rr}+\sigma_{\theta\theta}=0 .$$

The axial stress is $\sigma_{zz}=\lambda_s\Delta=0$, because the axial strain is zero too. The three-dimensional mean stress is zero as well.

**Q.** I can follow the algebra, but how can a shrinking via compress anything?

**A.** Follow one circle of silicon atoms. The via pulls it inward, so its circumference shortens, and that is hoop compression. Circles closer to the via move inward farther than circles outside them, so the radial spacing grows, and that is radial tension. The product $ru$ is the same at every radius, so the area $2\pi r|u|$ swept by each circle is the same. A ring of silicon between two circles changes shape but, to first order in the strain, keeps its area.

**Q.** If the radial and hoop parts cancel, is the silicon unstressed?

**A.** No. They cancel in their sum. Their difference is $2Sa^2/r^2$, and the largest in-plane shear stress is half of that. The state is pure shear.

**Q.** What about the via itself? My picture of equal pull in all directions came from there.

**A.** Inside the via your picture holds. The same equation applies, but now $D=0$, since the displacement must stay finite on the axis. So $u=Ar$, and both in-plane strains equal $A$. The metal's free strain relative to silicon is the mismatch

$$e=(\alpha_v-\alpha_s)\Delta T,$$

where $\alpha_v$ and $\alpha_s$ are the thermal expansion coefficients of via and silicon. The elastic strains in the via are $A-e$ twice in the plane and $-e$ along the axis. With $3K_v=3\lambda_v+2\mu_v$, where $K_v$ is the bulk modulus,

$$\sigma_{rr}=\sigma_{\theta\theta}=\lambda_v(2A-3e)+2\mu_v(A-e)=2(\lambda_v+\mu_v)A-3K_ve,$$

$$\sigma_{zz}=\lambda_v(2A-3e)-2\mu_ve=2\lambda_vA-3K_ve .$$

Continuity of displacement at $r=a$ requires $Aa=D/a$, so $D=Aa^2$. The radial stress on the silicon side is then $-2\mu_sA$. Equating the two radial stresses gives

$$2(\lambda_v+\mu_v)A-3K_ve=-2\mu_sA,$$

$$A=\frac{3K_ve}{2(\lambda_v+\mu_v+\mu_s)},\qquad S=-2\mu_sA=-\frac{3K_ve\,\mu_s}{\lambda_v+\mu_v+\mu_s}.$$

On cooling with $\alpha_v>\alpha_s$, $e$ is negative and $S$ is positive. On heating from a stress-free state all signs reverse. If $\mu_s\to0$, the matrix offers no in-plane resistance and $S\to0$; the via's axial stress remains, because the formula still holds the axial strain fixed. If $\mu_s\to\infty$, the via cannot change its radius and $S\to-3K_ve$.

**Q.** Could you put numbers in?

**A.** I will use round model parameters, not data for a particular metal. Let $a=5$ µm and $\Delta T=-200$ K. The via has Young's modulus 100 GPa, Poisson ratio 0.30 and expansion 15 ppm/K. The matrix has 150 GPa, 0.25 and 3 ppm/K. From $\lambda=E\nu/[(1+\nu)(1-2\nu)]$ and $\mu=E/[2(1+\nu)]$ we get $\lambda_v=57.69$, $\mu_v=38.46$, $3K_v=250$ and $\mu_s=60$, all in GPa. Then

$$e=(12\times10^{-6})(-200)=-2.40\times10^{-3},$$

$$A=\frac{250\,(-2.40\times10^{-3})}{2(57.69+38.46+60)}=-1.921\times10^{-3},$$

$$S=-2(60\ \text{GPa})(-1.921\times10^{-3})=230.5\ \text{MPa}.$$

The interface moves inward by $|A|a=9.6$ nm relative to freely contracted silicon. The via carries 230.5 MPa in both in-plane directions and 378.3 MPa along its axis. In the silicon:

| $r$ | radial (MPa) | hoop (MPa) |
|---|---:|---:|
| $a$ | 230.5 | −230.5 |
| $2a$ | 57.6 | −57.6 |
| $3a$ | 25.6 | −25.6 |
| $5a$ | 9.2 | −9.2 |

Across the interface the radial stress is continuous, as force balance demands. The hoop stress jumps from +230.5 to −230.5 MPa. Carrying the via's equal stresses across that boundary is where your picture fails.

**Q.** My devices have a fixed direction on the wafer. Which stress do they see?

**A.** The field found so far belongs to silicon deep below the wafer surface. I use it here to show how direction enters; near the surface the stresses themselves are different, as I explain at the end. Let $\varphi$ be the angle from the $x$ axis to the line joining the via to the point of interest. Rotating the stress tensor gives

$$\sigma_{xx}=\sigma_{rr}\cos^2\varphi+\sigma_{\theta\theta}\sin^2\varphi=S\frac{a^2}{r^2}\cos2\varphi,$$

$$\sigma_{yy}=\sigma_{rr}\sin^2\varphi+\sigma_{\theta\theta}\cos^2\varphi=-S\frac{a^2}{r^2}\cos2\varphi,$$

$$\sigma_{xy}=(\sigma_{rr}-\sigma_{\theta\theta})\sin\varphi\cos\varphi=S\frac{a^2}{r^2}\sin2\varphi .$$

At $r=2a$, deep in the wafer, $\sigma_{xx}$ is 57.6 MPa on the $x$ axis and −57.6 MPa on the $y$ axis. At 45° both normal stresses vanish and $\sigma_{xy}=57.6$ MPa. One number per distance cannot describe these three places.

**Q.** Metals yield. Does plastic flow in the via restore a hydrostatic part in the silicon?

**A.** Not if the flow is axisymmetric and uniform along the axis, and the silicon stays elastic. The argument that gave $B=0$ used the silicon's elastic law, its fixed axial strain and decay at infinity. It did not use the law of the via. Plastic flow can change $S$, but the silicon field keeps its form.

As an illustration, I prescribed a plastic strain in the via of $-10^{-3}(r/a)^2$ in the radial and hoop directions and $+2\times10^{-3}(r/a)^2$ along the axis. It conserves volume, but it is not the outcome of a yield law. A finite-element solution of the radial problem, with an outer radius of $200a$, gives an interface stress of 245.3 MPa instead of 230.5 MPa. The sum of the in-plane stresses in the silicon is at most 0.012 MPa in magnitude.

**Q.** Why is it not zero there?

**A.** Because $200a$ is not infinity. With a free outer surface at $r=b$, the constant $B$ need not vanish. The in-plane stresses then have the form

$$\sigma_{rr}=C+\frac{G}{r^2},\qquad \sigma_{\theta\theta}=C-\frac{G}{r^2}.$$

A uniform axial strain changes the value of $C$ but not this form. The free surface requires $C+G/b^2=0$, so $G=-Cb^2$. If $S_b$ is the interface stress for this cylinder, the condition at $r=a$ is $C(1-b^2/a^2)=S_b$. With the area fraction $f=a^2/b^2$,

$$C=-\frac{f}{1-f}S_b,\qquad \sigma_{rr}+\sigma_{\theta\theta}=2C=-\frac{2f}{1-f}S_b .$$

For $b=200a$ and $S_b=245.3$ MPa this has magnitude 0.012 MPa, which accounts for the residue.

For smaller cylinders of the original elastic example, I found $S_b$ by the same finite-element method, leaving the axial length free so that the total axial force is zero. At $b=4a$, $f=1/16$ and $S_b=216.8$ MPa, so the sum is $-2(216.8)/15=-28.9$ MPa throughout the silicon. At $b=10a$ it is −4.6 MPa, and at $b=30a$ it is −0.5 MPa. The assumption of unbounded silicon therefore matters: a free outer surface concentric with the via adds a uniform, equal in-plane stress. In this example it is compressive, opposite in sign to the tension you expected.

**Q.** Silicon is a cubic crystal, not an isotropic solid. Does the cancellation survive?

**A.** Not point by point. Let the via run along [001], with $x$ and $y$ along the other cube axes. Under zero axial strain, the in-plane law is

$$\varepsilon_{xx}=\beta_{11}\sigma_{xx}+\beta_{12}\sigma_{yy},\quad \varepsilon_{yy}=\beta_{12}\sigma_{xx}+\beta_{11}\sigma_{yy},\quad 2\varepsilon_{xy}=\beta_{66}\sigma_{xy},$$

with

$$\beta_{11}=\frac{C_{11}}{C_{11}^2-C_{12}^2},\quad \beta_{12}=-\frac{C_{12}}{C_{11}^2-C_{12}^2},\quad \beta_{66}=\frac1{C_{44}}.$$

Equilibrium is met by a stress function $U$ with $\sigma_{xx}=U_{yy}$, $\sigma_{yy}=U_{xx}$ and $\sigma_{xy}=-U_{xy}$. The strains must come from a displacement, so $\partial_y^2\varepsilon_{xx}+\partial_x^2\varepsilon_{yy}=2\partial_x\partial_y\varepsilon_{xy}$. Trying $U=F(x+my)$ in this condition gives

$$m^4+qm^2+1=0,\qquad q=\frac{2\beta_{12}+\beta_{66}}{\beta_{11}} .$$

Two roots, $m_1$ and $m_2$, have positive imaginary part. With $z_k=x+m_ky$, write $U=2\,\mathrm{Re}\sum_kF_k(z_k)$ and choose $F_k'=c_k/\zeta_k$, where

$$z_k=\frac a2\left[(1-im_k)\zeta_k+\frac{1+im_k}{\zeta_k}\right].$$

Take the root $\zeta_k$ of larger modulus. It equals $e^{i\theta}$ on the circle $r=a$ and grows with distance, so the stress decays.

Suppose the via exerts a uniform radial stress $S$. On the circle this means $U_x=Sx$ and $U_y=Sy$, up to constants that carry no stress. Comparing the $\cos\theta$ and $\sin\theta$ terms gives

$$\sum_kc_k=\frac{Sa}{2},\qquad \sum_km_kc_k=\frac{iSa}{2}.$$

The supposition is consistent. Integrating the strains gives displacements that are linear combinations of the $F_k'$, hence of $\cos\theta$ and $\sin\theta$ on the circle. The fourfold and mirror symmetry reduces them to a uniform radial displacement, which an isotropic via matches with $u=Ar$.

The sum of the normal stresses is

$$\sigma_{xx}+\sigma_{yy}=2\,\mathrm{Re}\sum_k(1+m_k^2)\,c_k\frac{d}{dz_k}\frac1{\zeta_k}.$$

At the interface on the [100] axis, $\zeta_k=1$ and $dz_k/d\zeta_k=-iam_k$, so the derivative is $-i/(am_k)$. The quartic gives $m_1m_2=-1$ and $m_1+m_2=is$ with $s=\sqrt{2+q}$. Hence $1/m_k=m_k-is$, and

$$\sum_k\frac{c_k}{m_k}=\frac{iSa}{2}(1-s),\qquad \sum_k\left(\frac1{m_k}+m_k\right)c_k=\frac{iSa}{2}(2-s).$$

Multiplying by $-i/a$ and doubling the real part gives

$$\sigma_{xx}+\sigma_{yy}=S\left(2-\sqrt{2+q}\right).$$

An isotropic matrix is the limit $q\to2$, in which the two roots merge at $m=i$, and the sum vanishes.

**Q.** How large is it when the matrix is not isotropic?

**A.** Take model constants $C_{11}=160$, $C_{12}=60$ and $C_{44}=80$ GPa, for which the anisotropy ratio $2C_{44}/(C_{11}-C_{12})$ is 1.6. Then $q=(-120+275)/160=0.969$, and the sum at the interface on [100] is $0.277S$. Evaluating the general expression on [110] gives $-0.322S$. At $r=2a$ the values are $-0.094S$ on [100] and $+0.091S$ on [110], so the sign along each direction has reversed between these two radii. Here $S$ is the interface stress of the cubic problem, which need not be the 230.5 MPa found earlier.

**Q.** Then is there a net hydrostatic stress after all?

**A.** There is a local one. With zero axial strain, $\sigma_{zz}=C_{12}(\sigma_{xx}+\sigma_{yy})/(C_{11}+C_{12})$, so the mean stress is proportional to the in-plane sum. The average of that sum over any circle in the silicon centred on the via is zero. To see this, put $w=e^{i\theta}$ on a circle of radius $r\ge a$, so that

$$z_k=\frac r2\left[(1-im_k)w+\frac{1+im_k}{w}\right].$$

Since $|1-im_k|>|1+im_k|$, this maps the region $|w|\ge1$ one-to-one onto the region outside the image of the circle. There $1/\zeta_k$ is an analytic function of $w$ that falls as $1/w$, and its derivative with respect to $z_k$ falls as $1/w^2$. The derivative therefore expands in $w^{-2},w^{-3},\ldots$, with no constant term, and every such power averages to zero over $\theta$.

**Q.** So when may I set the sum to zero at each point?

**A.** When the isotropic model is adequate, other boundaries lie many times farther from the via axis than the point does, and the point lies far from the via's ends. Here "far" means several times both the via radius and the distance $r$ from the via.

Silicon does not meet the first condition well. Its elastic constants are close to those of the cubic model above, where the sum at $r=2a$ on [100] is $-0.094S$, while $Sa^2/r^2$ is $0.25S$. Going farther out does not help, because the sum and the separate stresses both fall as $1/r^2$. For silicon, then, the zero sum is a statement about the average over a circle, not about each point.

The last condition matters because the derivation assumed a uniform axial strain. At a free wafer surface the via's axial stress must vanish. Removing it acts like a load on a disc of radius $a$, and the surface stress from such a load also falls as $1/r^2$. Moving away from the via along the surface therefore does not restore the values found here. If via and silicon had equal elastic constants, with Poisson ratio $\nu$, the radial and hoop stresses at the silicon surface would still cancel, but each would be $2(1-\nu)$ times its value deep in the wafer. For $\nu=0.25$ that is a factor of 1.5. This cancellation does not extend into the layer just below the surface. In the same case, at $r=2a$ and a depth of $0.2a$, the sum is already about $-0.33\,Sa^2/r^2$, with $S$ the interface stress deep in the wafer. At a depth of $a$ it is about $-0.70\,Sa^2/r^2$. It passes through zero near $4.5a$ and is below $0.02\,Sa^2/r^2$ at $6a$, where the axial stress is still about $-0.25\,Sa^2/r^2$, so the mean stress returns to zero more slowly than the in-plane sum. To get the stress in a device near the surface, use a three-dimensional calculation. Even where the sum is zero, keep the full stress tensor: the shear remains, and its components depend on direction.
